# Germanium Self-Diffusion and the Squared Electron-Density Ratio: a program that tests the result

```python
"""Result under test: D(n)/D(ni) = (n/ni)^2 for vacancy self-diffusion in Ge
when doubly negative vacancies dominate transport at both n and ni.
D: tracer self-diffusivity; n: electron density; ni: intrinsic density.
Vacancy charge is -k, k = 0, 1, 2. Energies are in eV from the valence edge,
densities in cm^-3, diffusivities in cm^2/s. Material inputs are rough values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, identity
from scipy.sparse.linalg import spsolve
from scipy.special import gammaln, logsumexp


# Closed neutral box: explicit counting of electron, hole and vacancy states
def log_choose(total, chosen):
    return gammaln(total + 1) - gammaln(chosen + 1) - gammaln(total - chosen + 1)


def closed_box(donors):
    band_states, sites = 2.0e7, 1000
    half_gap = np.log(5000.0)          # in units of kT
    log_vac = np.log([1e-8, 3e-8, 1e-7])
    holes = np.arange(0, 8001)
    log_weights, rows = [], []
    for v0 in range(3):
        for v1 in range(3 - v0):
            for v2 in range(3 - v0 - v1):
                electrons = donors + holes - v1 - 2 * v2
                ok = electrons >= 0
                e, h = electrons[ok], holes[ok]
                vac = np.array([v0, v1, v2])
                lw = log_choose(band_states, e) + log_choose(band_states, h)
                lw = lw - half_gap * (e + h) + vac @ log_vac
                lw += (gammaln(sites + 1) - gammaln(sites - vac.sum() + 1)
                       - gammaln(vac + 1).sum())
                log_weights.append(lw)
                rows.append(np.column_stack([e, np.tile(vac, (len(e), 1))]))
    lw = np.concatenate(log_weights)
    probability = np.exp(lw - logsumexp(lw))
    return probability @ np.concatenate(rows)


box_intrinsic = closed_box(0)
box_doped = closed_box(12000)
box_x = box_doped[0] / box_intrinsic[0]
box_ratios = box_doped[1:] / box_intrinsic[1:]
# Finite box and residual Fermi statistics give errors of order 0.1 percent
assert np.allclose(box_ratios, box_x ** np.arange(3), rtol=0.005)


# Diamond lattice, lengths in units of the cubic lattice constant
def diamond(L):
    primitive = np.array([[0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
    tau = np.array([.25, .25, .25])
    shifts = np.array([[0, 0, 0], [1, 0, 0], [0, 1, 0], [0, 0, 1]])
    neighbours = np.zeros((2 * L**3, 4), dtype=int)
    bonds = np.zeros((2 * L**3, 4, 3))

    def index(cell, sub):
        i, j, k = cell % L
        return 2 * ((i * L + j) * L + k) + sub

    for cell in np.ndindex(L, L, L):
        cell = np.array(cell)
        for m, shift in enumerate(shifts):
            vector = tau - shift @ primitive
            a, b = index(cell, 0), index(cell, 1)
            neighbours[a, m], bonds[a, m] = index(cell - shift, 1), vector
            neighbours[b, m], bonds[b, m] = index(cell + shift, 0), -vector
    return neighbours, bonds


# Correlation factor from where the vacancy next exchanges with the tracer
nb, bonds = diamond(12)
size = len(nb)
source = np.repeat(np.arange(size), 4)
target = nb.ravel()
keep = (source != 0) & (target != 0)
walk = coo_matrix((np.full(keep.sum(), .25), (source[keep], target[keep])),
                  shape=(size, size))
start = np.zeros(size)
start[nb[0, 0]] = 1
visits = spsolve((identity(size) - walk).T.tocsc(), start)
return_probability = visits[nb[0]] / 4
jump_sq = bonds[0, 0] @ bonds[0, 0]
cosines = -(bonds[0] @ bonds[0, 0]) / jump_sq
mean_cosine = return_probability @ cosines
f_solved = (1 + mean_cosine) / (1 - mean_cosine)
assert abs(return_probability.sum() - 1) < 1e-8
assert abs(f_solved - 0.5) < 0.002     # periodic-cell error

# Direct lattice simulation: vacancy charge changes slowly between hops
rng = np.random.default_rng(7)
nb, bonds = diamond(4)
size, replicas, ticks = len(nb), 300, 6000
populations = np.array([.2, .3, .5])
hop_probability = np.array([.2, .5, .9])
charge = rng.choice(3, size=replicas, p=populations)
vacancy = np.zeros(replicas, dtype=int)
atom_at = np.tile(np.arange(size), (replicas, 1))
displacement = np.zeros((replicas, size, 3))
for tick in range(ticks):
    proposal = rng.integers(0, 3, replicas)
    accept = rng.random(replicas) < .1 * np.minimum(
        1, populations[proposal] / populations[charge])
    charge = np.where(accept, proposal, charge)
    r = np.flatnonzero(rng.random(replicas) < hop_probability[charge])
    old = vacancy[r]
    direction = rng.integers(0, 4, len(r))
    new = nb[old, direction]
    atom = atom_at[r, new]
    displacement[r, atom] -= bonds[old, direction]
    atom_at[r, old] = atom
    vacancy[r] = new
# Site 0 was vacant at the start, so label 0 never moves
simulated_msd = (displacement**2).sum() / (replicas * (size - 1))
predicted_msd = (.5 * (populations @ hop_probability) * ticks * jump_sq
                 / (size - 1))
msd_ratio = simulated_msd / predicted_msd
assert abs(msd_ratio - 1) < 0.04       # sampling and small-cell error

# Germanium example: rough round inputs
T = 900.0
kT = const.k * T / const.e
Nc, Nv, gap = 5e19, 3e19, 0.40
donors = 1e19
a_nm = 0.566
a_cm = a_nm * 1e-7
Ns = 8 / a_cm**3
G0, E1, E2 = 2.0, 0.02, 0.04
attempt, migration = 1e13, 0.70
hop_rate = attempt * np.exp(-migration / kT)
Dv = hop_rate * (bonds[0]**2).sum() * a_cm**2 / 6
assert np.isclose(Dv, a_cm**2 * hop_rate / 8)


def electron_density(E):
    return Nc * np.exp((E - gap) / kT)


def hole_density(E):
    return Nv * np.exp(-E / kT)


def vacancies(E):
    formation = np.array([G0, G0 + E1 - E, G0 + E1 + E2 - 2 * E])
    return Ns * np.exp(-formation / kT)


def diffusivity(E):
    return .5 * vacancies(E).sum() * Dv / Ns


def fermi_level(net_donors):
    def imbalance(E):
        return (electron_density(E) - hole_density(E)
                + vacancies(E) @ np.arange(3) - net_donors)
    return brentq(imbalance, -.3, .7, xtol=1e-13)


ni = np.sqrt(Nc * Nv) * np.exp(-gap / (2 * kT))
Ei, En, Ep = fermi_level(0), fermi_level(donors), fermi_level(-donors)
n = donors / 2 + np.sqrt(donors**2 / 4 + ni**2)
x = n / ni
xp = electron_density(Ep) / ni
assert np.isclose(electron_density(Ei), ni, rtol=1e-3)
assert np.isclose(electron_density(En), n, rtol=1e-3)
Vi, Vn = vacancies(Ei), vacancies(En)
shares = Vi / Vi.sum()
Di, Dn, Dp = diffusivity(Ei), diffusivity(En), diffusivity(Ep)
full_ratio = Dn / Di
assert np.isclose(full_ratio, shares @ x**np.arange(3), rtol=1e-3)
for E in np.linspace(Ei, En, 15):
    y = electron_density(E) / electron_density(Ei)
    relative = diffusivity(E) / Di / y**2
    assert shares[2] - 1e-9 <= relative <= 1 + 1e-9


def local_slope(E):
    h = 1e-5
    return (np.log(diffusivity(E + h) / diffusivity(E - h))
            / np.log(electron_density(E + h) / electron_density(E - h)))


slope_i, slope_n = local_slope(Ei), local_slope(En)
assert np.isclose(slope_i, Vi @ np.arange(3) / Vi.sum(), rtol=1e-6)
assert np.isclose(slope_n, Vn @ np.arange(3) / Vn.sum(), rtol=1e-6)
# Make V2- increasingly dominant through its level; the square must emerge
saved_E2 = E2
limit_errors = []
for E2 in (0.04, -0.20, -0.50):
    limit_errors.append(abs(diffusivity(En) / diffusivity(Ei)
                            / np.exp(2 * (En - Ei) / kT) - 1))
E2 = saved_E2
assert limit_errors[0] > limit_errors[1] > limit_errors[2]
assert limit_errors[2] < 1e-3


# Fermi-Dirac carriers, parabolic bands
def fd_half(eta):
    # energy = u^2 removes the square-root endpoint
    def integrand(u):
        return 2 * u**2 / (1 + np.exp(u**2 - eta))
    return 2 / np.sqrt(np.pi) * quad(integrand, 0, 8, epsabs=1e-12)[0]


def fd_level(net_donors):
    return brentq(lambda E: Nc * fd_half((E - gap) / kT)
                  - Nv * fd_half(-E / kT) - net_donors, -.2, .7)


Ei_fd, En_fd = fd_level(0), fd_level(donors)
ni_fd = Nc * fd_half((Ei_fd - gap) / kT)
n_fd = Nc * fd_half((En_fd - gap) / kT)
degeneracy_factor = np.exp(2 * (En_fd - Ei_fd) / kT) / (n_fd / ni_fd)**2
degeneracy_estimate = np.exp((n_fd - ni_fd) / Nc / np.sqrt(2))
assert np.isclose(degeneracy_factor, degeneracy_estimate, rtol=0.005)

# Linear screening by mobile carriers, rough relative permittivity
permittivity = 16.0
eps = permittivity * const.epsilon_0


def screening(carriers_cm3):
    kappa = np.sqrt(const.e**2 * carriers_cm3 * 1e6 / (eps * const.k * T))
    shift = const.e * kappa / (8 * np.pi * eps)
    # Potential at the ion from its screening charge, with s = kappa*r
    integral = quad(lambda s: 4 * np.pi * s**2
                    * (np.exp(-s) / (4 * np.pi * s)) / (4 * np.pi * s),
                    0, np.inf)[0]
    assert np.isclose(shift, .5 * const.e * kappa / eps * integral)
    return 1e9 / kappa, shift


length_i, shift_i = screening(2 * ni)
length_n, shift_n = screening(n + ni**2 / n)
screening_factor = np.exp(2 * (shift_n - shift_i) / kT)
bindings = (0.3, 0.5)
pair_ratios = [4 * donors / Ns * np.exp(b / kT) for b in bindings]
charge_fraction = Vn @ np.arange(3) / donors
equilibration_time = (1e-4)**2 / Dv
anneal = 3600.0
rms_i = np.sqrt(6 * Di * anneal) * 1e7
rms_n = np.sqrt(6 * Dn * anneal) * 1e7

print(f"Closed box: n/ni = {box_x:.4f}, square = {box_x**2:.3f}")
print("Closed box: V0, V-, V2- ratios =", np.round(box_ratios, 3))
print(f"Mean cosine of successive tracer jumps = {mean_cosine:.4f}")
print(f"Diamond correlation factor = {f_solved:.4f}")
print(f"Simulated/predicted tracer mean square = {msd_ratio:.4f}")
print(f"Temperature = {T:.0f} K; kT = {kT:.5f} eV")
print(f"Input Nc = {Nc:.2e}, Nv = {Nv:.2e} cm^-3")
print(f"Input gap = {gap:.2f} eV; donors = {donors:.2e} cm^-3")
print(f"Input lattice constant = {a_nm:.3f} nm")
print(f"Lattice-site density = {Ns:.3e} cm^-3")
print(f"Input neutral formation free energy = {G0:.2f} eV")
print(f"Input levels E1, E2 = {E1:.2f}, {E2:.2f} eV")
print(f"Input attempt rate = {attempt:.1e} s^-1")
print(f"Input migration free energy = {migration:.2f} eV")
print(f"Hop rate to one neighbour = {hop_rate:.3e} s^-1")
print(f"Vacancy diffusivity = {Dv:.3e} cm^2/s")
print(f"Intrinsic density = {ni:.3e} cm^-3")
print(f"Doped electron density = {n:.3e} cm^-3")
print(f"n/ni = {x:.3f}; square-law ratio = {x**2:.3f}")
print(f"Fermi levels: intrinsic {Ei:.4f}, n-type {En:.4f} eV")
print("Intrinsic V0, V-, V2- densities (cm^-3):",
      " ".join(f"{v:.3e}" for v in Vi))
print("n-type V0, V-, V2- densities (cm^-3):",
      " ".join(f"{v:.3e}" for v in Vn))
print("Intrinsic transport shares:", np.round(shares, 4))
print("n-type transport shares:", np.round(Vn / Vn.sum(), 4))
print(f"Intrinsic self-diffusivity = {Di:.3e} cm^2/s")
print(f"n-type self-diffusivity, full sum = {Dn:.3e} cm^2/s")
print(f"n-type self-diffusivity, square law = {Di*x**2:.3e} cm^2/s")
print(f"Full-sum ratio = {full_ratio:.3f}")
print(f"Full sum / square law = {full_ratio/x**2:.4f}")
print(f"Local slopes: intrinsic {slope_i:.3f}, n-type {slope_n:.3f}")
print("Relative law errors, E2 = 0.04, -0.20, -0.50 eV:",
      " ".join(f"{v:.2e}" for v in limit_errors))
print(f"RMS 3D displacement in 1 h: {rms_i:.2f} nm intrinsic")
print(f"RMS 3D displacement in 1 h: {rms_n:.2f} nm n-type")
print(f"p-type, acceptors {donors:.1e} cm^-3: n/ni = {xp:.4f}")
print(f"p-type ratio: full {Dp/Di:.4f}, square law {xp**2:.4f}")
print(f"Fermi-Dirac: ni {ni_fd:.3e}, n {n_fd:.3e} cm^-3")
print(f"Degeneracy factor on square law = {degeneracy_factor:.4f}")
print(f"Degeneracy estimate = {degeneracy_estimate:.4f}")
print(f"Input relative permittivity = {permittivity:.1f}")
print(f"Screening lengths: {length_i:.2f} intrinsic, {length_n:.2f} nm n-type")
print(f"One-electron shifts: {shift_i:.4f}, {shift_n:.4f} eV")
print(f"Screening factor on square law = {screening_factor:.4f}")
for binding, ratio in zip(bindings, pair_ratios):
    print(f"Bound/free V2-, binding {binding:.1f} eV = {ratio:.4f}")
print(f"Vacancy charge / donor charge = {charge_fraction:.3e}")
print(f"Vacancy diffusion time over 1000 nm = {equilibration_time:.4f} s")
print("tests ok")
```

Running it gives:

```
Closed box: n/ni = 3.3034, square = 10.913
Closed box: V0, V-, V2- ratios = [ 1.     3.305 10.923]
Mean cosine of successive tracer jumps = -0.3331
Diamond correlation factor = 0.5002
Simulated/predicted tracer mean square = 1.0123
Temperature = 900 K; kT = 0.07756 eV
Input Nc = 5.00e+19, Nv = 3.00e+19 cm^-3
Input gap = 0.40 eV; donors = 1.00e+19 cm^-3
Input lattice constant = 0.566 nm
Lattice-site density = 4.412e+22 cm^-3
Input neutral formation free energy = 2.00 eV
Input levels E1, E2 = 0.02, 0.04 eV
Input attempt rate = 1.0e+13 s^-1
Input migration free energy = 0.70 eV
Hop rate to one neighbour = 1.203e+09 s^-1
Vacancy diffusivity = 4.816e-07 cm^2/s
Intrinsic density = 2.938e+18 cm^-3
Doped electron density = 1.080e+19 cm^-3
n/ni = 3.675; square-law ratio = 13.509
Fermi levels: intrinsic 0.1802, n-type 0.2811 eV
Intrinsic V0, V-, V2- densities (cm^-3): 2.787e+11 2.199e+12 1.340e+13
n-type V0, V-, V2- densities (cm^-3): 2.787e+11 8.081e+12 1.810e+14
Intrinsic transport shares: [0.0175 0.1385 0.844 ]
n-type transport shares: [0.0015 0.0427 0.9559]
Intrinsic self-diffusivity = 8.668e-17 cm^2/s
n-type self-diffusivity, full sum = 1.034e-15 cm^2/s
n-type self-diffusivity, square law = 1.171e-15 cm^2/s
Full-sum ratio = 11.927
Full sum / square law = 0.8829
Local slopes: intrinsic 1.826, n-type 1.954
Relative law errors, E2 = 0.04, -0.20, -0.50 eV: 1.17e-01 6.23e-03 1.31e-04
RMS 3D displacement in 1 h: 13.68 nm intrinsic
RMS 3D displacement in 1 h: 47.25 nm n-type
p-type, acceptors 1.0e+19 cm^-3: n/ni = 0.2721
p-type ratio: full 0.1177, square law 0.0740
Fermi-Dirac: ni 2.860e+18, n 1.074e+19 cm^-3
Degeneracy factor on square law = 1.1174
Degeneracy estimate = 1.1179
Input relative permittivity = 16.0
Screening lengths: 3.42 intrinsic, 2.43 nm n-type
One-electron shifts: 0.0132, 0.0185 eV
Screening factor on square law = 1.1475
Bound/free V2-, binding 0.3 eV = 0.0434
Bound/free V2-, binding 0.5 eV = 0.5719
Vacancy charge / donor charge = 3.702e-05
Vacancy diffusion time over 1000 nm = 0.0208 s
tests ok
```
